Free-Energy Bottleneck and Its Inward Shift in Barrierless Gallium-Carbon Homolysis

**Q:** A metal alkyl molecule in a hot gas loses an alkyl radical by breaking one metal–carbon bond. Suppose the electronic energy V(r) rises along the bond length r until it levels off at the separated fragments. There is no saddle point. Where is a transition state supposed to be?

**A:** A rate can be counted without a saddle point. Choose any surface of fixed r outside the well and count the outward crossings per unit time, with the reactants in thermal equilibrium and the motion classical. Let p be the momentum along r, μ the reduced mass of the fragments, Q(r,T) the partition function of all motion within the surface, including the factor exp(−V/k_BT), and Q_R the partition function of the bound molecule, measured from the same energy zero. The one-way rate constant is

k(r,T) = [Q(r,T)/(h Q_R)] ∫₀^∞ dp (p/μ) exp[−p²/(2μk_BT)].

With the substitution ε = p²/(2μ), dε = p dp/μ, the integral is ∫₀^∞ dε exp(−ε/k_BT) = k_BT. Therefore

k(r,T) = (k_BT/h) Q(r,T)/Q_R.

**Q:** That gives a different rate for every r. The molecule has one rate.

**A:** Each k(r,T) is an upper bound on it. A trajectory that starts in the well and escapes must cross every outer surface outward at least once. The count also includes crossings that are later undone and repeated crossings by one trajectory. The best estimate in this family is therefore the smallest one. Define

G(r,T) = −k_BT ln[h k(r,T)/(k_BT)] = −k_BT ln[Q(r,T)/Q_R].

At fixed T, G decreases when k increases, so the surface of least rate is the surface of greatest G. I call its position r*(T). G is the free energy of a system held on the surface, with motion along r removed, relative to the reactant.

**Q:** But V has no maximum. Why should G have one?

**A:** Because G also contains the number of ways of being on the surface. The fragments' relative position lies on a sphere of area 4πr², which contributes −2k_BT ln r to G. Its slope is −2k_BT/r. Near the well the attractive force is larger than this and G rises outward. Far out, an attractive force that decays faster than 1/r loses to the area term and G falls. Between the two there is a maximum. If the temperature is so high that the force never wins, this maximum is absent and the construction fails.

**Q:** Suppose there is one. What does heating do to it?

**A:** Use subscripts for partial derivatives. At a smooth, nondegenerate maximum

G_r(r*,T) = 0,  G_rr(r*,T) < 0.

The first equation holds at every temperature along r*(T), so its total temperature derivative vanishes:

G_rr dr*/dT + G_rT = 0.

The entropy at fixed r is S = −G_T, so G_rT = −S_r, and

dr*/dT = S_r/G_rr.

The denominator is negative. If S_r > 0, meaning that entropy falls when the bond shortens, the bottleneck moves inward on heating. If S_r < 0 it moves outward.

**Q:** Surely a barrierless bond has S_r > 0 automatically. Why state it as a condition?

**A:** Let H = G + TS. At fixed T, H_r = G_r + TS_r, and at the bottleneck G_r = 0, so

H_r = T S_r at r = r*.

The condition thus says that the enthalpy still rises outward at the bottleneck. H contains V plus the thermal and zero-point energy of the other modes. If those modes are classical harmonic oscillators, their mean energy does not depend on r, so H_r = V_r > 0 and the condition follows.

In general it does not. Suppose a high-frequency mode ω₁, frozen in its ground state, softens outward, while a classical mode ω₂ stiffens outward. The first adds ħω₁/2 to G and almost no entropy. The second adds k_BT ln(ħω₂/k_BT) to G and −k_B ln ω₂ to S, apart from terms independent of r. If these terms dominate the r dependence, stationarity reads

V_r − (ħ/2)|dω₁/dr| + k_BT (dω₂/dr)/ω₂ = 0,

which can be satisfied with V_r > 0, and the second derivatives can be chosen to make the point a maximum. Yet S_r = −k_B(dω₂/dr)/ω₂ is negative. A monotonic electronic energy alone therefore does not fix the direction.

**Q:** Can you show an outward shift in numbers?

**A:** Yes, in a simpler classical case that does have a barrier. Take a barrier of 80 kJ/mol, shaped as exp[−(r − 4)²] with r in Å, and a bending energy 60 exp(r − 4) sin²θ kJ/mol that stiffens outward. At 1000 K its bottleneck has S_r = −6.6 J/(mol K Å), and r* goes from 4.017 Å at 600 K to 4.032 Å at 1000 K. The shift is small because the barrier is sharply curved, but it is outward. These forms are meant only near the barrier, and the point found is the local maximum of G there: because this bend stiffens without limit, G rises again at large r and eventually exceeds the value at the barrier.

**Q:** Your derivative assumes that one maximum moves smoothly. What if there are two and the higher one changes?

**A:** Then compare two temperatures T₁ < T₂ directly. Let r₁ and r₂ be the positions of the greatest G at each. By definition

G(r₁,T₁) ≥ G(r₂,T₁),  G(r₂,T₂) ≥ G(r₁,T₂).

Add the inequalities and move the terms with r₁ to the left and those with r₂ to the right:

G(r₁,T₁) − G(r₁,T₂) ≥ G(r₂,T₁) − G(r₂,T₂).

Since S = −G_T, each side is an integral of the entropy:

∫ S(r₁,T) dT ≥ ∫ S(r₂,T) dT, from T₁ to T₂.

If S increases with r throughout the range, r₂ > r₁ would contradict this. Hence r₂ ≤ r₁, whether the bottleneck slides or jumps.

**Q:** So far the entropy slope is an assumption. Give me a bond for which you can derive it.

**A:** Treat the metal fragment as structureless and the departing radical as a rigid body with a symmetry axis. Its singly occupied orbital lies along that axis, at angle θ to the bond. Let the attraction follow the squared overlap, proportional to cos²θ:

U(r,c) = D(y² − 2yc²),  y = exp[−β(r − r_e)],  c = cos θ.

For c² = 1 this is a Morse curve with depth D, rising monotonically from r_e to the fragments. Turning the radical away costs

U(r,c) − U(r,1) = 2Dy(1 − c²) = W sin²θ,  W = 2Dy.

The hindrance fades as the bond stretches. The internal modes of both fragments are taken to be independent of r, so they cancel from the r dependence.

**Q:** What is the partition function on the surface?

**A:** With Cartesian momenta the kinetic factors do not depend on r. The positions give the area, and the orientations give an average over c. Because U is even in c, the range 0 to 1 suffices:

Q(r,T) ∝ r² ∫₀¹ dc exp(−U/k_BT) = r² exp[−D(y² − 2y)/k_BT] Λ(w),

Λ(w) = ∫₀¹ dc exp[−w(1 − c²)],  w = W/k_BT.

Put t = √w c:

Λ = (e^(−w)/√w) ∫₀^√w dt exp(t²) = F(√w)/√w,

where F is the Dawson function. For w → 0 the radical turns freely and Λ → 1. For large w it is confined near the axis and Λ → 1/(2w).

**Q:** And the bottleneck?

**A:** Differentiate G = −k_BT ln Q + terms independent of r. The logarithm of the Boltzmann integral yields the average of U_r over orientations, written ⟨ ⟩:

G_r = ⟨U_r⟩ − 2k_BT/r.

Since dy/dr = −βy, U_r = D(−2βy² + 2βyc²) = 2Dβy(c² − y). The bottleneck condition is

2Dβy(⟨c²⟩ − y) = 2k_BT/r.

The mean attractive force balances the gain in area. For y < 1 the left side times r is at most 2Dβ r y(1 − y), which is bounded, so at sufficiently high T there is no solution, as anticipated.

The average is obtained by integrating c · c exp(wc²) by parts. With I = ∫₀¹ dc exp(wc²) = e^w Λ,

∫₀¹ dc c² exp(wc²) = e^w/(2w) − I/(2w),

and division by I gives

⟨c²⟩ = (1/Λ − 1)/(2w).

**Q:** Now the sign of S_r, please, without assuming it.

**A:** From S = −G_T we have S_r = −∂G_r/∂T at fixed r, hence

S_r = 2k_B/r − 2Dβy ∂⟨c²⟩/∂T.

The orientation weight is proportional to exp(wc²), so d⟨c²⟩/dw = ⟨c⁴⟩ − ⟨c²⟩² = Var(c²). Also ∂w/∂T = −w/T. Substituting, and using 2Dy = wk_BT,

S_r = 2k_B/r + 2Dβy w Var(c²)/T = k_B[2/r + βw² Var(c²)].

Both terms are positive at every r. Shortening the bond reduces the area and also tightens the orientation. In this model inward motion is therefore proved.

For the size of the shift we need the curvature. Differentiate G_r term by term, with dw/dr = −βw:

d(2Dβy⟨c²⟩)/dr = −2Dβ²y⟨c²⟩ − 2Dβ²yw Var(c²),

d(−2Dβy²)/dr = 4Dβ²y²,  d(−2k_BT/r)/dr = 2k_BT/r².

With 2Dyw = k_BTw² this sums to

G_rr = β²[4Dy² − 2Dy⟨c²⟩ − k_BTw² Var(c²)] + 2k_BT/r².

**Q:** Put in numbers. Are they for a particular alkyl?

**A:** No, they are round model parameters: D = 300 kJ/mol, r_e = 2 Å, β = 1.5 Å⁻¹, μ = 13 u, and a radical moment of inertia of 2 u Å². Energies are per mole, so k_B becomes R. At 1000 K the maximum lies at r* = 5.117 Å, where y = 0.00932, w = 0.673, ⟨c²⟩ = 0.397 and Var(c²) = 0.0983. The mean force is

2 · 300 · 1.5 · 0.00932 · (0.397 − 0.009) ≈ 3.25 kJ/(mol Å),

equal to 2RT/r* = 3.25 kJ/(mol Å). The entropy slope is

S_r = 3.25 + 0.56 = 3.81 J/(mol K Å),

with the area term first and the orientation term second. The area supplies about 85 percent, because at this distance the hindrance is already less than RT. With G_rr = −4.96 kJ/(mol Å²),

dr*/dT = 3.81 × 10⁻³/(−4.96) = −7.7 × 10⁻⁴ Å/K.

Maximising the numerically integrated free energy at neighbouring temperatures gives the same slope within the test tolerance of 0.2 percent. From 600 to 1400 K the bottleneck moves from 5.51 to 4.86 Å.

**Q:** Is there a simple limit that explains this rate of movement?

**A:** Take free rotation, w ≪ 1, with y ≪ 1. Then ⟨c²⟩ → 1/3, and the bottleneck condition becomes

r y = 3k_BT/(Dβ).

Taking the logarithm and differentiating gives (1/r − β) dr*/dT = 1/T, or

dr*/dT = −1/[T(β − 1/r*)].

At 1000 K this is −1/[1000(1.5 − 0.195)] = −7.7 × 10⁻⁴ Å/K. The slope of the limit stays within about 1 percent of the full one from 600 to 1400 K, because the limit misses y by a nearly constant factor, which drops out of the logarithmic derivative. The bottleneck condition itself is less accurate. Here w is 0.67, which is not small, and at r* = 5.117 Å the limit requires y = 0.0108 instead of 0.0093, about 16 percent too much.

**Q:** And the opposite limit, a stiff bend?

**A:** It contradicts itself here. The definition of Λ gives ⟨1 − c²⟩ = −d ln Λ/dw. For large w, Λ ≈ 1/(2w), so this average is 1/w and ⟨c²⟩ ≈ 1 − 1/w. With y ≪ 1 the bottleneck condition becomes

2Dβy(1 − 1/w) = 2k_BT/r.

Dividing by k_BT and using 2Dy/k_BT = w gives β(w − 1) = 2/r, or w = 1 + 2/(βr). At the distances found here this is of order one, not large. In this model the hindrance and the remaining attraction are both 2Dy when y ≪ 1, so they fade together.

**Q:** I still find it odd that an entropic effect pulls the bottleneck towards the well.

**A:** Look at the two parts of G at 1000 K, relative to r*, in kJ/mol:

r = 4.500 Å: energy −4.70, −T × entropy +3.16, sum −1.54
r = 5.117 Å: energy 0, −T × entropy 0, sum 0
r = 6.000 Å: energy +1.67, −T × entropy −2.82, sum −1.14

Going inward, the energy falls faster than the entropy cost rises. Going outward, the entropy gain exceeds the remaining energy rise. Heating tilts the profile by −S dT: it lowers G more on the roomy outer side than on the inner side. The top of the profile therefore moves inward. The system is not pulled inward; the place that is hardest to pass has changed.

**Q:** Does the jump you proved also occur in this model?

**A:** Not with the potential as given, which has a single maximum between 2.5 and 12 Å at each of the five temperatures examined. If one adds an energy bump of 3 kJ/mol, 3 exp{−[(r − 7)/0.3]²} with r in Å, there are two competing maxima. The bottleneck then jumps from 6.97 to 5.16 Å between 940 and 950 K. This altered potential is no longer barrierless, but the inequality does not need that.

**Q:** What would an experimenter see? Nobody measures r*.

**A:** The shift appears in the way the activation energy, E_a = k_BT² d ln k/dT, changes with temperature. The reactant partition function contains the momentum factor √(2πμk_BT)/h and an integral over r. The other kinetic factors cancel, leaving

k = √[k_BT/(2πμ)] Z(r*,T)/∫ dr Z(r,T),  Z = r² ∫₀¹ dc exp(−U/k_BT),

with the integral taken over the well. At fixed r, k_BT² ∂ln Z/∂T = ⟨U⟩. The change of r* contributes nothing to the first derivative, because k is stationary in r there. Thus

E_a = k_BT/2 + ⟨U⟩ at r* − ⟨U⟩_R,

where ⟨U⟩_R is the reactant average. At 1000 K this gives 288.8 kJ/mol, or 2.99 eV.

The shift does enter the next derivative. It contributes (∂⟨U⟩/∂r)(dr*/dT). The kinetic energy on the surface is independent of r, so ∂⟨U⟩/∂r = H_r = TS_r, and the contribution is

TS_r · S_r/G_rr = T S_r²/G_rr < 0.

At 1000 K it equals −2.9 J/(mol K). The tabulated activation energies fall from 291.23 kJ/mol at 800 K to 286.29 at 1200 K, a mean slope of about −12.3 J/(mol K). The moving bottleneck thus accounts for about a quarter of the decrease. Most of the rest is the heat capacity of the well: three classical harmonic vibrations add 3R/2 to the slope of ⟨U⟩_R, which with the R/2 from the first term gives −R = −8.3 J/(mol K). These shares belong to the classical model. Quantum vibrations in the well have a smaller heat capacity, so the total decrease would be smaller.

**Q:** Then could I keep the 600 K surface and save the trouble?

**A:** In this example the price is modest. At 1400 K the 600 K surface gives a rate constant 1.09 times that of the best surface, an overestimate of 9 percent, although the two surfaces are 0.65 Å apart. At 1400 K, G differs between them by only RT ln 1.09 ≈ 0.09 RT. The 9 percent belongs to these parameters and this pair of temperatures.

**Q:** You have also ignored trajectories that turn back. How good is the bound?

**A:** It can be tested with classical trajectories of the same model in three dimensions. The radical's spin about its own axis, which the potential does not change, is set to zero. Start 6000 trajectories outward through r = 4 Å at 1000 K, with equilibrium weights for all other motion, and follow each until it returns to 4 Å or reaches 10 Å. A fraction 0.3115 escapes. The one-way rate at 4 Å is 2.725 times that at r*, so the escaping flux is

0.3115 · 2.725 = 0.849

in units of k(r*), with a statistical error of 0.016. It lies below one, as it must, since each escape crosses r* outward at least once. This checks the bound but does not show how tight it is. At equilibrium many of these trajectories entered from outside shortly before and never settled in the well. They do not count as decay of a thermalised molecule, so 0.85 is itself only an upper bound on the transmission factor and the true value may be much smaller.

**Q:** Which of your results would you trust for a real metal alkyl?

**A:** The displacement law and the sign rule, whenever their assumptions hold. The absolute rate constants, such as 3.9 s⁻¹ at 1000 K, belong to this classical model. In its well ħω/k_BT is 1.91 for each of the two bends and 0.78 for the stretch at that temperature. With x = ħω/k_BT, a harmonic mode has the classical partition function 1/x and the quantum one 1/[2 sinh(x/2)]. Their ratio, 2 sinh(x/2)/x, is 1.16 for each bend and 1.03 for the stretch. Together,

1.16² · 1.03 ≈ 1.4.

The classical reactant partition function is too large by this factor, and k too small by it, before any quantum correction at the bottleneck. The position r* is unaffected by this error, because Q_R does not depend on r.

A real calculation must also include the metal fragment's hindered rotation, the change in the radical's shape as the bond breaks, and the dispersion attraction, which decays more slowly than the exponential used here. These can alter both r* and S_r. At low pressure, collisions may fail to keep the energetic molecules at their equilibrium population. The thermal G then no longer determines the rate, and the bottleneck must be sought at each energy, with the populations found separately. The numerical output gives the values at all five temperatures.

Values computed for the example and the checks

```
D = 300 kJ/mol, re = 2.0 A, beta = 1.5 1/A
reduced mass = 13 u, inertia = 2 u A^2
T [K], r* [A], dr*/dT [1e-4 A/K], k [1/s], Ea [kJ/mol]
600  5.505  -12.571  2.704e-10  293.56
800  5.287  -9.515  6.283e-04  291.23
1000  5.117  -7.679  3.860e+00  288.81
1200  4.976  -6.454  1.232e+03  286.29
1400  4.856  -5.578  7.298e+04  283.68
At 1000 K, at the bottleneck:
y = 0.00932, w = 0.6729, Lambda = 0.6520
mean cos^2 = 0.3966, variance of cos^2 = 0.09834
2RT/r* = 3.2499 kJ/mol/A
S_r = 3.8053 J/mol/K/A
 area part of S_r = 3.2499 J/mol/K/A
 orientation part = 0.5554 J/mol/K/A
G_rr = -4.9554 kJ/mol/A^2
activation free energy = 243.75 kJ/mol
Ea = 2.9933 eV
shift part of dEa/dT = -2.9221 J/mol/K
Profile at 1000 K relative to r*, kJ/mol:
r [A], energy part, -T*entropy part, free energy
4.000  -17.227  8.892  -8.334
4.500  -4.704  3.163  -1.541
5.117  0.000  0.000  0.000
6.000  1.675  -2.816  -1.141
7.000  2.081  -5.391  -3.310
8.000  2.168  -7.612  -5.444
k(1400 K), 600 K surface / best surface = 1.0916
two maxima: jump between 940 and 950 K
 from 6.969 to 5.157 A
counterexample r*: 600 K 4.0173 A, 1000 K 4.0322 A
 its S_r at 1000 K = -6.590 J/mol/K/A
trajectories from 4 A at 1000 K: 6000
 escape fraction = 0.3115, undecided = 0
 k(4 A)/k(r*) = 2.725
 escape flux/k(r*) = 0.849 +- 0.016
 rms energy error = 0.0177 kJ/mol
well bend: hbar*omega/(kB*1000 K) = 1.907
well stretch: hbar*omega/(kB*1000 K) = 0.778
```
